The coupling-constant integrand and kinetic correlation energy of a GGA, part 1

(Sections cited here and not found follow in the second part.)

PART I. FROM COORDINATE SCALING TO AN rs-DERIVATIVE

1. The question

Two interacting electrons avoid each other. The avoidance lowers their Coulomb repulsion, but it also puts extra curvature into the wavefunction and so raises the kinetic energy. The correlation energy E_c is the balance of these two effects. A generalized gradient approximation (GGA) supplies the balance as one number, computed from the density and its gradient, and does not list the kinetic part separately.

The kinetic part can nevertheless be recovered. If a given wavefunction is compressed uniformly, its kinetic energy grows as the square of the compression factor and Coulomb energy grows linearly. The response of E_c to compression therefore distinguishes the two parts. For a GGA this response is a derivative with respect to the density parameter rs, taken at fixed reduced gradient s and fixed spin polarization ζ.

Hartree atomic units are used: energies in hartree, lengths in bohr. T is the kinetic energy operator and V the full electron-electron repulsion, the sum of 1/r_ij over pairs.

2. Definitions at fixed density

Let n stand for a given pair of spin densities n↑, n↓, and also for their sum where a single density is meant. For a coupling strength λ between 0 and 1 define

M_λ[n] = min over Ψ yielding n of ⟨Ψ|T + λV|Ψ⟩.

The minimizer is Ψ_λ. At λ = 0 it is taken to be a single, nondegenerate determinant Φ, the Kohn-Sham determinant, with kinetic energy T_s[n]. The minimizers are assumed to exist and to vary continuously with λ.

The correlation energy at coupling λ is what the minimization gains over Φ:

E_c^λ[n] = M_λ[n] − T_s[n] − λ⟨Φ|V|Φ⟩.   (1)

At λ = 1 this is E_c[n]. It cannot be positive, because Φ is itself an allowed trial function. Its potential and kinetic ingredients are

W_λ = ⟨Ψ_λ|V|Ψ_λ⟩ − ⟨Φ|V|Φ⟩,   (2)

T_c^λ = ⟨Ψ_λ|T|Ψ_λ⟩ − T_s[n],   (3)

so that E_c^λ = T_c^λ + λW_λ. The kinetic correlation energy is T_c = T_c^1. It cannot be negative, since T_s is the lowest kinetic energy compatible with n.

3. Why W_λ is a derivative

Take two couplings λ < λ′ and write V_λ = ⟨Ψ_λ|V|Ψ_λ⟩. All these wavefunctions have the same density, so Ψ_λ is a trial function for coupling λ′, and Ψ_λ′ is one for coupling λ:

M_λ′ ≤ ⟨Ψ_λ|T + λ′V|Ψ_λ⟩ = M_λ + (λ′ − λ)V_λ,

M_λ ≤ ⟨Ψ_λ′|T + λV|Ψ_λ′⟩ = M_λ′ − (λ′ − λ)V_λ′.

Dividing by λ′ − λ > 0 gives

V_λ′ ≤ (M_λ′ − M_λ)/(λ′ − λ) ≤ V_λ.

As λ′ approaches λ the outer terms meet, by the assumed continuity, and dM_λ/dλ = V_λ. Differentiating (1) then yields

dE_c^λ/dλ = V_λ − ⟨Φ|V|Φ⟩ = W_λ.   (4)

The same inequality shows that W_λ cannot rise as λ grows: a stronger repulsion makes the electrons avoid each other at least as well. Since E_c^0 = 0, integration gives the adiabatic connection

E_c = ∫ W_λ dλ, from λ = 0 to 1.   (5)

W_λ is the coupling-constant integrand. It remains to express it through E_c at full coupling, the quantity that an approximate functional provides.

4. Coupling strength traded for density scale

For a scale factor g > 0 define the scaled N-electron wavefunction

Ψ_g(r1,…,rN) = g^(3N/2) Ψ(g r1,…,g rN).

The prefactor keeps the norm. The density becomes

n_g(r) = g³ n(g r),

with the same rule for each spin density. For g > 1 it is compressed. Each second derivative in T produces a factor g², and each 1/r_ij produces a factor g:

⟨T⟩ → g²⟨T⟩,   ⟨V⟩ → g⟨V⟩.   (6)

Scaling maps the wavefunctions yielding n one-to-one onto those yielding n_g. The search for n_g with g = 1/λ can therefore be carried out over wavefunctions yielding n:

M_1[n_(1/λ)] = min over Ψ yielding n of ⟨λ⁻²T + λ⁻¹V⟩
= λ⁻² min over Ψ yielding n of ⟨T + λV⟩
= λ⁻² M_λ[n].

By the same argument without V, the determinant for n_(1/λ) is the scaled Φ. Its kinetic energy is λ⁻²T_s[n] and its repulsion is λ⁻¹⟨Φ|V|Φ⟩. Subtracting both,

E_c[n_(1/λ)] = λ⁻² { M_λ[n] − T_s[n] − λ⟨Φ|V|Φ⟩ }.

The braces contain E_c^λ[n] of (1). Hence

E_c^λ[n] = λ² E_c[n_(1/λ)],   (7)

and with (4)

W_λ = d/dλ { λ² E_c[n_(1/λ)] }.   (8)

Weak coupling at the given density is equivalent to full coupling at a compressed density, apart from the factor λ². The reason is visible in (6): under compression kinetic energy outgrows repulsion, so the repulsion becomes relatively weak.

5. The kinetic part

Carry out the derivative in (8) at λ = 1. With g = 1/λ, dg/dλ = −1/λ², which is −1 at λ = 1. Therefore

W_1 = 2E_c[n] − dE_c[n_g]/dg at g = 1.   (9)

Since E_c = T_c + W_1,

T_c = E_c − W_1 = −E_c[n] + dE_c[n_g]/dg at g = 1.   (10)

There is a geometric reading. By (5),

T_c = ∫ (W_λ − W_1) dλ, from 0 to 1,

which is the area between the curve W_λ and its end value. Two cases follow, using W_0 = 0.

If W_λ is a straight line, then E_c = W_1/2 and T_c = −W_1/2 = −E_c.

If W_λ is convex, it lies below the chord from 0 to W_1. Then E_c ≤ W_1/2, and −E_c − T_c = W_1 − 2E_c ≥ 0, so T_c ≤ |E_c|. Convexity has not been derived here, so this upper bound is conditional, whereas T_c ≥ 0 is not.

6. A case where everything can be computed

Equations (8) and (10) can be checked without any approximate functional if the exact wavefunction at fixed density is available for each λ. Two electrons in a singlet state on the surface of a sphere of radius R provide this. The ground state depends on the angle θ between the electrons alone, so its density is uniform for every λ. It minimizes ⟨T + λV⟩ among all states on the sphere, hence also among those with uniform density. No external potential has to be adjusted.

Both electrons contribute equally to the kinetic energy, and the Hamiltonian is

H_λ = −(1/R²)(d²/dθ² + cot θ d/dθ) + λ/r,   r = 2R sin(θ/2).

The determinant is constant over the sphere, so T_s = 0. To average 1/r, put v = sin(θ/2), so that cos θ = 1 − 2v² and the normalized weight is 2v dv on 0 < v < 1:

⟨Φ|V|Φ⟩ = ∫ 2v/(2Rv) dv = 1/R.

One radius has a simple solution at λ = 1. Try ψ = 1 + r. From r = 2R sin(θ/2),

d²r/dθ² = −r/4,

cot θ dr/dθ = R cos θ/[2 sin(θ/2)] = R² cos θ/r = R²/r − r/2,

where cos θ = 1 − r²/(2R²) was used. The sum is R²/r − 3r/4, so

H_1ψ = −1/r + 3r/(4R²) + (1 + r)/r = 1 + 3r/(4R²).

This equals 1·ψ if R² = 3/4. The solution has no node and is the ground state, with energy 1 hartree. The program diagonalizes H_λ in Legendre polynomials and finds 1.000004 hartree at R = 0.866025 bohr; the small excess comes from the finite basis.

Scaling the density by g turns radius R into R/g, so n_(1/λ) lives on a sphere of radius λR. Equations (8) and (10) become

W_λ = d/dλ [λ² E_c(λR)],   T_c = −E_c − R dE_c/dR = −d(R E_c)/dR.

The expectation value ⟨T⟩ gives T_c = 0.10396454 hartree, and the derivative of R E_c gives the same eight decimals. The two routes to W_λ also agree, for example −0.18966379 hartree at λ = 0.6. The finite basis does not disturb this agreement, because the same Legendre polynomials serve at every radius. It does limit the values themselves, which, like the total energy, are accurate only to a few millionths of a hartree. At λ = 1 the balance is

E_c − W_1 = −0.154697 + 0.258661 = 0.103964 hartree = T_c.

7. How the variables of a GGA scale

A GGA for correlation has the form

E_c[n] = ∫ n ε_c(rs, s, ζ) d³r,   (11)

with

rs = [3/(4πn)]^(1/3),   k_F = (3π²n)^(1/3),

s = |∇n|/(2k_F n),   ζ = (n↑ − n↓)/n.

For the scaled density, n_g(r) = g³n(x) with x = g r. The chain rule supplies one more factor g in the gradient, ∇n_g(r) = g⁴(∇n)(x). Consequently

rs → rs(x)/g,

s → g⁴/(g·g³) s(x) = s(x),

ζ → ζ(x).

The reduced gradient compares the length over which n varies with the local Fermi wavelength. Both shrink by the same factor, so s is unchanged. With d³r = g⁻³d³x,

E_c[n_g] = ∫ g³ n(x) ε_c(rs/g, s, ζ) g⁻³ d³x = ∫ n ε_c(rs/g, s, ζ) d³x.   (12)

Uniform scaling thus acts on rs alone.

8. The GGA integrand and T_c

Put g = 1/λ in (12), multiply by λ², and differentiate under the integral. With D = rs ∂/∂rs at fixed s and ζ,

d/dλ [λ² ε_c(λrs)] = 2λ ε_c(λrs) + λ² rs ε_c′(λrs)
= λ [2ε_c + (λrs) ε_c′(λrs)],

where the prime is the derivative with respect to the first argument. The last product is Dε_c evaluated at λrs. Hence

W_λ = ∫ n λ [2ε_c + Dε_c](λrs, s, ζ) d³r.   (13)

At λ = 1 this is ∫ n(2ε_c + Dε_c) d³r, and T_c = E_c − W_1 becomes

T_c = −∫ n [ε_c + Dε_c] d³r = −∫ n ∂(rs ε_c)/∂rs d³r, at fixed s and ζ.   (14)

Equation (8) is exact for the exact functional. Equations (13) and (14) state what a given GGA implies. They probe how the GGA changes when the density is scaled, so their errors need not match the error of E_c itself. In particular T_c ≥ 0 is not inherited automatically. A sufficient local condition is

∂(rs ε_c)/∂rs ≤ 0 at fixed s and ζ.   (15)

It is convenient to write τ_c = −(ε_c + Dε_c) for the integrand per electron. For a given function ε_c(rs, s, ζ) this τ_c is fixed, but as a local energy density it is not unique. A term outside the form (11), such as ∇²(n^p) with p > 0, integrates to zero for a finite system and may be added to n ε_c. Its integral vanishes for scaled densities too, so E_c, W_λ and T_c do not change. Per electron the term scales as g^(3p−1), so with D read as −g ∂/∂g it shifts τ_c by (3p − 2)∇²(n^p)/n.

9. A form that can be followed by hand

Let ε_c = −C/(rs + d), where C and d are positive and may depend on s and ζ. Then rs ε_c = −C rs/(rs + d), and

τ_c = C[(rs + d) − rs]/(rs + d)² = C d/(rs + d)²,

τ_c/|ε_c| = d/(rs + d).

The local integrand w(λ) is the derivative of −Cλ²/(λrs + d):

w(λ) = −C[2λ(λrs + d) − λ²rs]/(λrs + d)²
= −Cλ(λrs + 2d)/(λrs + d)²
= −(C/rs)[1 − d²/(λrs + d)²].

The last line uses λrs(λrs + 2d) = (λrs + d)² − d². It shows a curve that falls from zero and is convex. For rs much smaller than d it is nearly straight and τ_c approaches |ε_c|. For rs much larger than d it drops quickly and then flattens, and τ_c becomes a small fraction of |ε_c|. In this model, correlation at low density is almost entirely a saving of repulsion.


PART II. THE PBE FUNCTIONAL AND THE CARBON ATOM

10. What is carried over

Hartree atomic units are used. The density parameter is rs, the reduced gradient s = |∇n|/(2k_F n) with k_F = (3π²n)^(1/3), and the spin polarization ζ. The operator D = rs ∂/∂rs acts at fixed s and ζ. For a GGA with correlation energy ε_c per electron, Part I gave

W_λ = ∫ n λ[2ε_c + Dε_c](λrs, s, ζ) d³r,   E_c = ∫ W_λ dλ,

T_c = ∫ n τ_c d³r,   τ_c = −(ε_c + Dε_c).

Here W_λ is the correlation part of the repulsion at coupling λ, and T_c = E_c − W_1 is the kinetic correlation energy. The task is now to find Dε_c for the Perdew-Burke-Ernzerhof (PBE) functional.

11. PBE correlation and its hidden rs

PBE adds a gradient term H to the correlation energy ε_u(rs, ζ) of the uniform gas, ε_c = ε_u + H. The gradient enters through

t = |∇n|/(2φ k_s n),   k_s = (4k_F/π)^(1/2),

φ = ½[(1 + ζ)^(2/3) + (1 − ζ)^(2/3)].

Compared with s, the Fermi wavevector is replaced by the screening wavevector k_s and a spin factor is added: t = s k_F/(φk_s). Squaring, and using k_F²/k_s² = πk_F/4 together with k_F = (9π/4)^(1/3)/rs,

t² = c²s²/(φ²rs),   c² = (π/4)(9π/4)^(1/3) = 1.507303.   (16)

So t is not invariant under scaling. At fixed s and ζ,

D t² = −t².   (17)

The gradient term is built from

e = exp[−ε_u/(γφ³)],   A = (β/γ)/(e − 1),   u = A t²,

F = (1 + u)/(1 + u + u²),   Q = (β/γ) t² F,   H = γφ³ ln(1 + Q),   (18)

with γ = 0.0310907 and β = 0.0667246. The symbol e denotes this exponential throughout.

12. The uniform-gas derivative

PBE takes ε_u from the Perdew-Wang (PW92) parametrization. It combines three functions of rs with weights that depend on ζ:

ε_u = (1 − fζ⁴)G_0 + fζ⁴G_1 − [f(1 − ζ⁴)/f″(0)]G_2,

f = [(1 + ζ)^(4/3) + (1 − ζ)^(4/3) − 2]/(2^(4/3) − 2).

Each function has the form

G = −2P(1 + p rs)L,   L = ln(1 + 1/q),

q = 2P(b1 rs^½ + b2 rs + b3 rs^(3/2) + b4 rs²),

with its own fitted constants, which are listed in the program. The operator D multiplies each power of rs by its exponent, so

Dq = P(b1 rs^½ + 2b2 rs + 3b3 rs^(3/2) + 4b4 rs²).

Since L = ln(q + 1) − ln q, DL = −Dq/[q(q + 1)], and

DG = −2P p rs L + 2P(1 + p rs) Dq/[q(q + 1)].

The weights do not depend on rs, so Dε_u is the same combination of the three DG.

For a GGA, the kinetic correlation energy follows from an rs-derivative at fixed s and ζ, and for PBE the uniform-gas part of that derivative is now known. What remains is the derivative of the gradient term H, followed by the limits and numerical checks of the result and its application to the carbon atom.
